\section*{Why a Falling E/P Plot Signals a First-Order Ferroelectric Transition}

\section*{Reading the plot}

\textbf{Q.} I measured polarization against field on a 10 nm ferroelectric film, 10 K above its transition. When I plot $E/P$ against $P^2$, the curve starts downwards. I am told this reveals the order of the transition. What exactly am I plotting?

\textbf{A.} Take a uniform film with one polarization component $P$, held at fixed temperature and fixed mechanical condition. Its free energy density, measured from the unpolarized state, is modelled as
\begin{equation}
F=\frac a2P^2+\frac b4P^4+\frac c6P^6,\qquad a=a_0(T-T_0),
\end{equation}
with $a_0>0$, $c>0$, and $b$, $c$ independent of temperature. Odd powers are absent because $P$ and $-P$ are equivalent. The field that holds the polarization at $P$ is
\begin{equation}
E=\frac{dF}{dP}=aP+bP^3+cP^5 .
\end{equation}
Dividing by $P$ and writing $x=P^2$ gives your plot:
\begin{equation}
\frac EP=a+bx+cx^2,\qquad \frac{d(E/P)}{dx}=b+2cx .
\label{plot}
\end{equation}
The intercept is $a$ and the initial slope is $b$. Physically, $E/P$ is a stiffness: the field needed per unit of polarization. A negative $b$ says that the film resists less, per unit of polarization, once it is partly polarized.

\textbf{Q.} Softening is not a jump. The film is still paraelectric where I measured it. How can the plot know what happens on cooling?

\textbf{A.} Because the curve of Eq.~(\ref{plot}), continued to large $x$, also contains the energy of the polar states. Since $dx=2P\,dP$,
\begin{equation}
F(P)=\int_0^P E\,dP'=\frac12\int_0^{x}\frac{E}{P'}\,dx' .
\label{area}
\end{equation}
The energy is half the area under the curve. The mean height of the curve from $0$ to $x$ is therefore
\begin{equation}
m(x)=\frac{2F}{x}=a+\frac b2x+\frac c3x^2 .
\label{mean}
\end{equation}
At zero field the unpolarized state has $F=0$. A polar state beats it when $m(x)<0$ for some $x>0$. Cooling lowers $a$, which moves the whole curve $m(x)$ down without changing its shape. The order of the transition depends on where this curve first touches zero.

If $b<0$, $m$ starts downwards, and the positive $c$ later turns it up. Its lowest point lies at nonzero $x$, so that is where it touches first. At that moment $m(0)=a$ is still positive, so $P=0$ is still a local minimum of $F$. The equilibrium state changes from $P=0$ to a distant polarization, with a barrier between them. That is a first-order transition.

If $b\ge0$, $m$ rises from $x=0$. Its lowest point is at $x=0$, and no polar state can win while $a\ge0$. For $a<0$, setting $E/P=0$ gives one positive root,
\begin{equation}
x=\frac{-b+\sqrt{b^2-4ac}}{2c},
\end{equation}
which goes to zero as $a\to0^-$. The polarization grows from nothing: as $\sqrt{-a/b}$ near the transition for $b>0$, and as $(-a/c)^{1/4}$ in the tricritical case $b=0$. Within this model, then, the sign of the initial slope decides the order in both directions.

\section*{The size of the jump}

\textbf{Q.} Can the same argument give the jump and the transition temperature?

\textbf{A.} Yes. Complete the square in Eq.~(\ref{mean}):
\begin{equation}
m(x)=a-\frac{3b^2}{16c}+\frac c3\left(x+\frac{3b}{4c}\right)^2 .
\end{equation}
Expanding the square returns $cx^2/3+bx/2+3b^2/(16c)$, and the last term cancels the one subtracted. For $b<0$ the minimum is at positive $x$, and it reaches zero when
\begin{equation}
a_c=\frac{3b^2}{16c},\qquad P_c^2=-\frac{3b}{4c}.
\label{jump}
\end{equation}
This point is also an equilibrium at zero field: $E/P=d(xm)/dx=m+x\,dm/dx$, and both terms vanish there.

Use MV/cm for field and $\mu$C/cm$^2$ for polarization; their product is 1 J/cm$^3$. Take the round values $a_0=8\times10^{-4}$, $b=-3.2\times10^{-3}$ and $c=1.0\times10^{-5}$ in these units, and $T_0=120$ K. Then
\begin{align}
P_c^2&=\frac{3(3.2\times10^{-3})}{4(1.0\times10^{-5})}=240,\qquad P_c=15.5\ \mu\mathrm{C/cm^2},\\
a_c&=\frac{3(3.2\times10^{-3})^2}{16(1.0\times10^{-5})}=0.192,\\
T_c&=120+\frac{0.192}{8\times10^{-4}}=360\ \mathrm K .
\end{align}
A direct numerical search for the lowest energy during cooling gives the same $a_c$ and $P_c$. With $b$ reversed to $+3.2\times10^{-3}$, the search finds the onset at $a=0$, with a polarization no larger than one grid step.

At $T_c$ the plot crosses zero at $x=80$ and again at $x=240$. The half-area of the first, positive lobe is
\begin{equation}
\frac12\left[0.192(80)-\frac{3.2\times10^{-3}}2(80)^2+\frac{10^{-5}}3(80)^3\right]=3.41\ \mathrm{J/cm^3},
\end{equation}
and that of the negative lobe is $-3.41$ J/cm$^3$. The first is the barrier; the second repays it. These lobes belong to the model curve: between $x=23$ and $x=169$ it has $dE/dP<0$, so a field cannot hold a uniform film there and a measured plot skips that stretch.

\section*{What the measurement shows}

\textbf{Q.} What should I see at 370 K?

\textbf{A.} There $a=8\times10^{-4}\times250=0.200$. Minimizing $F-EP$ on the branch that starts at $P=0$ gives the points below. The contrast case has the opposite sign of $b$, with $a$ and $c$ held fixed.

\begin{center}
\begin{tabular}{ccccc}
\hline
 & \multicolumn{2}{c}{$b<0$} & \multicolumn{2}{c}{$b>0$}\\
$E$ & $P^2$ & $E/P$ & $P^2$ & $E/P$\\
\hline
0.2 & 1.03 & 0.1967 & 0.97 & 0.2031\\
0.4 & 4.66 & 0.1853 & 3.57 & 0.2116\\
0.6 & 15.31 & 0.1534 & 7.20 & 0.2236\\
\hline
\end{tabular}
\end{center}

From the intercept to the first point, the chord slope for $b<0$ is $(0.1967-0.2000)/1.03=-3.2\times10^{-3}$, which is $b$ to this precision. To the last point it is $-3.0\times10^{-3}$, because a chord from the origin measures $b+cx$.

The word ``initial'' matters for a positive slope. By Eq.~(\ref{plot}) the curve turns upwards beyond $x=-b/(2c)=160$ even though $b<0$, so data taken at large polarization could hide the sign. At 370 K the states between $x=24$ and $x=168$ are unstable, so the upturn itself is not seen: the polar branch has a positive slope from its start. A negative slope anywhere on the curve does imply $b<0$, since $c>0$.

\textbf{Q.} Why measure just above the transition, if $b$ is constant?

\textbf{A.} In the model you need not. In a material $b$ may drift with temperature, and what counts is its sign at the transition. A short extrapolation is safer.

There is a price for being close. Near $a_c$, the polar state has zero-field energy of about $(a-a_c)P_c^2/2$; its small shift in $P$ contributes only at second order, because $F$ is stationary there. A field lowers its energy by about $EP_c$, while the energy of the weakly polarized state changes only at order $E^2$. The two states have equal energy at
\begin{equation}
E_{\rm eq}\simeq\frac{(a-a_c)P_c}{2}=\frac{0.008\times15.49}{2}=0.062\ \mathrm{MV/cm},
\end{equation}
in agreement with the full numerical value. All three fields in the table are larger, so the $b<0$ points lie on a metastable branch. That branch ends where
\begin{equation}
\frac{dE}{dP}=a+3bx+5cx^2=0,
\label{end}
\end{equation}
whose smaller root gives $P=4.88\ \mu$C/cm$^2$ and $E=0.632$ MV/cm.

If the film followed equilibrium instead, it would jump at $E_{\rm eq}$, where $P\simeq0.062/0.2=0.31$ and $x\simeq0.1$. The ratio $E/P$ would have fallen by only $3\times10^{-4}$, or 0.16\% of its intercept. The initial slope would be the same, but hard to resolve.

\textbf{Q.} Does the slope stay negative far above $T_c$, where no jump is left?

\textbf{A.} Yes, if $b$ stays constant. At zero field, a metastable polar state requires two distinct real roots of $a+bx+cx^2=0$, hence $a<b^2/(4c)=0.256$, or $T<440$ K. A field-induced jump requires two distinct roots of Eq.~(\ref{end}), hence $9b^2>20ac$, or $a<9b^2/(20c)=0.461$, which is $T<696$ K. Above that, $P(E)$ is smooth, yet $E/P$ still starts downwards. The slope tells you about the zero-field transition reached on cooling; it does not promise a jump at the measuring temperature. Nor must the jump occur exactly at $T_c$: the unpolarized state remains a local minimum down to $T_0=120$ K, so a film can supercool until the polar state nucleates.

\section*{What can distort the slope}

\textbf{Q.} My instrument measures charge, not $P$. Does that matter?

\textbf{A.} The charge density is $D=P+\varepsilon_0E$. With $\kappa=1+\varepsilon_0a$, to third order,
\begin{equation}
D=\kappa P+\varepsilon_0bP^3,\qquad
P=\frac D\kappa-\frac{\varepsilon_0b}{\kappa^4}D^3 .
\end{equation}
Insert this in $E=aP+bP^3$ and use $\kappa-\varepsilon_0a=1$:
\begin{equation}
E=\frac a\kappa D+b\left(\frac1{\kappa^3}-\frac{\varepsilon_0a}{\kappa^4}\right)D^3
=\frac a\kappa D+\frac b{\kappa^4}D^3 .
\end{equation}
The sign survives. Here the relative permittivity $1+1/(\varepsilon_0a)$ is 57.5, so $\varepsilon_0a=0.0177$ and the slope shrinks to 0.932 of $b$. This figure counts the whole dielectric response as $P$. If a background permittivity $\varepsilon_b$ is separate, $D=P+\varepsilon_0\varepsilon_bE$ and $\varepsilon_0$ is replaced by $\varepsilon_0\varepsilon_b$ throughout. At the same $a$ the factor $(1+\varepsilon_0\varepsilon_ba)^{-4}$ is 0.71 for $\varepsilon_b=5$ and 0.23 for $\varepsilon_b=25$: the sign is kept, the size is not.

A non-ferroelectric layer in series adds a voltage proportional to $D$. If $E$ is taken as the total voltage divided by the thickness of the ferroelectric alone, the layer shifts $E/D$ by a constant and leaves its slope alone. For a 0.5 nm layer of permittivity 25, the shift is 0.023 and $T_c$ falls by 28 K, provided the film stays uniform.

Leakage is more deceptive. Charge that grows faster than linearly with field looks like softening. At a rough $10^{-6}$ A/cm$^2$ for 1 ms it amounts to $10^{-3}\ \mu$C/cm$^2$, against a true excess over linear response of 0.91 at 0.6 MV/cm. The same current flowing for 1 s would bring 1 $\mu$C/cm$^2$, comparable with that excess. The excess itself falls roughly as $E^3$ at low field, to 0.017 at 0.2 MV/cm and $4.8\times10^{-4}$ at 0.062 MV/cm, so if the branch ends near $E_{\rm eq}$ even the 1 ms charge exceeds it. What leakage does to the slope depends on how it follows the field. In a linear ramp a constant current adds a charge $kE$, which acts like the $\varepsilon_0E$ term above: the intercept becomes $a/(1+ka)$ and the slope $b/(1+ka)^4$. For 1 $\mu$C/cm$^2$ gathered on the way to 0.6 MV/cm, $ka=1/3$, so the intercept drops to 0.150 and the slope to 0.32 of $b$, with its sign kept. An ohmic current that reaches this value at 0.6 MV/cm after 1 s brings 0.5 $\mu$C/cm$^2$, growing as $E^2$; added to the $b>0$ column of the table, it makes the apparent $E/P$ fall from 0.1923 at 0.2 MV/cm to 0.1885 at 0.6 MV/cm.

\textbf{Q.} What if I sweep too fast for heat to escape?

\textbf{A.} Then entropy is fixed, not temperature. With heat capacity $C$ per volume at fixed $P$, taken as constant, $S=C\ln T-a_0P^2/2$ up to a constant. Polarizing the film warms it by $\Delta T\simeq Ta_0P^2/(2C)$, which raises $a$ by $a_0\Delta T$. The measured slope becomes
\begin{equation}
b_{\rm ad}=b+\frac{a_0^2T}{2C}.
\end{equation}
For a rough $C=2.7$ J/(cm$^3$K) the correction is $+4.4\times10^{-5}$, or 1.4\% of $|b|$. It would matter near a tricritical point, where it could turn a weakly negative slope positive. A 10 nm film on a substrate, however, sheds its heat in about 0.1 ns for a thermal conductivity near 1 W/(m\,K), or in about a nanosecond with a boundary resistance of a few $10^{-8}$ m$^2$K/W, so ordinary sweeps are isothermal and this shift is an upper limit.

\textbf{Q.} And the substrate?

\textbf{A.} Suppose the free film would strain by $QP^2$ in both in-plane directions, and the substrate blocks this completely. The stress in each direction is $M QP^2$, where $M$ is the biaxial modulus. The stored energy is $\frac12\cdot2\cdot MQP^2\cdot QP^2=MQ^2P^4$. Comparison with $bP^4/4$ shows that clamping adds $4MQ^2$ to $b$. For a rough Young's modulus of 200 GPa, Poisson ratio 0.3 and strain of 0.5\% at $P_c$, this is $+5.0\times10^{-4}$, or 15.5\% of $|b|$. I take the $b$ used here to be that of the clamped film; released, it would be about $-3.7\times10^{-3}$. A slope measured on a clamped film therefore speaks for the transition of the clamped film.

\section*{Where the inference stops}

\textbf{Q.} Does the conclusion depend on stopping at sixth order?

\textbf{A.} One direction does. For $b<0$, put $a=0$: at small $P$, $F\simeq bP^4/4<0$ whatever the higher powers are. A polar state has already won before $P=0$ loses stability, so the transition was discontinuous, as long as the higher powers keep $F$ bounded below.

A positive slope is less conclusive. Add $dP^8/8$ and choose $b=+10^{-3}$, $c=-2\times10^{-5}$, $d=4\times10^{-8}$. The numerical search then finds a jump of 20.1 $\mu$C/cm$^2$ at $a=0.227$, although $E/P$ starts upwards. The later dip of the curve, caused by $c<0$, is deep enough to make $m$ negative.

\textbf{Q.} My film is polycrystalline. Can a spread of transition temperatures fake the negative slope?

\textbf{A.} Not while every grain is still unpolarized at zero field, with $a>0$, and stays on that branch during the sweep. Grains in parallel share $E$, and each then has $P=E/a-bE^3/a^4$ to third order. Let angle brackets denote the area average, $A=\langle1/a\rangle$ and $B=\langle b/a^4\rangle$. Then $\bar P=AE-BE^3$, and inversion gives
\begin{equation}
\frac E{\bar P}=\frac1A+\frac B{A^4}\bar P^2 .
\end{equation}
If all grains have positive $b$, so has the average. Two equal groups with $T_0$ shifted by $\pm8$ K give $-3.22\times10^{-3}$ instead of $-3.20\times10^{-3}$. Grains that convert during the sweep add charge that this formula does not contain. The formula also takes every polar axis along the field. A grain tilted by $\theta$ contributes $\cos^2\theta/a$ to $A$ and $b\cos^4\theta/a^4$ to $B$, plus any transverse response to $A$. The sign is kept but not the size: for random axes and equal grains the slope is $16b$ with no transverse response, and $0.20b$ if the linear transverse response equals $1/a$.

A wider spread can mislead. Suppose some grains have positive $b$ but are already below their own continuous transition, with equal numbers polarized up and down. Their polarizations cancel at zero field, yet a grain polarized against the field softens more than its partner stiffens. The average can then start downwards although every $b$ is positive. Check that the spread is smaller than the distance to the transition.

Built-in fields mislead in the same way, even with no spread in $T_0$. Let half the grains feel a bias $+E_0$ and half $-E_0$, so that they sit at $\pm P_0$. With $f(P)=aP+bP^3$, the cubic term of the averaged response is $(3f''^2-f'f''')E^3/(6f'^5)$ at $P_0$, and $3f''^2-f'f'''=90b^2P_0^2-6ab$. For $b>0$ the plot therefore starts downwards once $P_0^2>a/(15b)$. For $b=+3.2\times10^{-3}$ and $a=0.008$, which is 10 K above a continuous transition, the threshold, where the initial slope passes through zero, is only $E_0=0.0035$ MV/cm, or 3.5 mV across 10 nm. With $c=10^{-5}$, $E/\bar P$ dips by 1.9\% at $E_0=0.005$ MV/cm and by 14\% at 0.01 MV/cm before it turns up.

\textbf{Q.} How close is all this to a real hafnia capacitor?

\textbf{A.} The parameters aim at the rough regime of a zirconium-rich hafnium-zirconium oxide film with a field-induced polar phase: polarization near 15 $\mu$C/cm$^2$. The switching fields of the model at 370 K, 0.06 to 0.63 MV/cm, lie below the 1 MV/cm or more typical of such films, and below 440 K the uniform polar state, once reached, survives at zero field instead of switching back. The permittivity of 57.5 is on the high side for such films, and $b$ and $c$ are model choices, not measured constants. The branch-end field is 16\% of a rough breakdown field of 4 MV/cm, so the plot is accessible in principle. The assumption of uniformity also needs care, because a real film can switch region by region. At 0.4 MV/cm the barrier is 158 $k_BT$ if a 10 nm cube must switch as a whole, but 1.3 $k_BT$ for a 2 nm cube with its wall energy ignored. The barrier falls quickly with field: for the 10 nm cube it is 33 $k_BT$ at 0.55 MV/cm and only 8 $k_BT$ at 0.6 MV/cm. With an attempt rate near $10^{12}$ s$^{-1}$ such a cube leaves the branch at about 0.56 to 0.57 MV/cm in a sweep of 1 ms to 1 s, so the last row of the table needs larger switching regions. Depending on their size, nucleation could end the initial branch anywhere from near 0.632 down to about 0.062 MV/cm, a factor of ten. The initial slope is left alone only if the regions are large. Thermal averaging about $P=0$ changes it by 0.3\% for a 10 nm cube, but independent 2 nm cubes face a barrier of only about 5 $k_BT$ even at 0.062 MV/cm; they would visit the polar states already at zero field, and both intercept and slope would change. The polar phase of hafnia also differs from its nonpolar phases by more than a polar displacement of the ions, so a further order parameter besides $P$ may be needed. A nonpolar mode $q$ coupled as $q^2P^2$ leaves $E/P$ unchanged while $q=0$; if it softens before the polar state wins, the transition met on cooling can be continuous although the slope is negative. A negative slope on such a film is evidence for a first-order transition to the extent that one uniform polarization, free of built-in bias fields and leakage, describes it and $b$ keeps its sign down to the transition.

\section*{Computed results}
\begin{verbatim}
a0 = 8.0e-04 MV cm/(uC K), T0 = 120 K
b = -3.2e-03 MV/cm/(uC/cm2)^3, c = 1.0e-05 MV/cm/(uC/cm2)^5
transition: a_c = 0.1920 MV cm/uC, T_c = 360.0 K
jump at T_c: P_c = 15.49 uC/cm2, P_c^2 = 240.0 (uC/cm2)^2
measurement: T = 370 K, a = 0.2000 MV cm/uC
relative permittivity at T, zero field = 57.5
E = 0.2 MV/cm: P = 1.017 uC/cm2, P^2 = 1.03, E/P = 0.1967 MV cm/uC
  contrast b > 0: P = 0.985 uC/cm2, P^2 = 0.97, E/P = 0.2031 MV cm/uC
E = 0.4 MV/cm: P = 2.159 uC/cm2, P^2 = 4.66, E/P = 0.1853 MV cm/uC
  contrast b > 0: P = 1.891 uC/cm2, P^2 = 3.57, E/P = 0.2116 MV cm/uC
E = 0.6 MV/cm: P = 3.912 uC/cm2, P^2 = 15.31, E/P = 0.1534 MV cm/uC
  contrast b > 0: P = 2.684 uC/cm2, P^2 = 7.20, E/P = 0.2236 MV cm/uC
recovered initial slope = -3.200e-03 MV/cm/(uC/cm2)^3
contrast initial slope = 3.200e-03 MV/cm/(uC/cm2)^3
contrast transition: |a| < 1e-6: True, P at onset = 0.0013 uC/cm2 (one grid step)
at T_c E/P crosses zero at P^2 = 80.0 (uC/cm2)^2
half-areas at T_c: 3.413 and -3.413 J/cm3
at T0: lowest F = -27.31 J/cm3 at P = 17.89 uC/cm2
polar state survives to a = 0.2560 MV cm/uC, T = 440 K
field-induced jumps end at a = 0.4608 MV cm/uC, T = 696 K
initial branch ends at P = 4.88 uC/cm2, E = 0.632 MV/cm
equal-energy field at T = 0.0624 MV/cm (estimate 0.0620)
eighth-order, b = +1e-3, c = -2e-5, d = 4e-8: a_c = 0.2267 MV cm/uC, jump = 20.08 uC/cm2
eighth-order, b = -1e-3, c = 1e-5, d = 1e-8: a_c = 0.0178 MV cm/uC, jump = 8.34 uC/cm2
slope using D = -2.983e-03 MV/cm/(uC/cm2)^3, ratio to b = 0.932
heat capacity (rough) = 2.7 J/(cm3 K)
adiabatic slope shift = +4.39e-05 MV/cm/(uC/cm2)^3, 1.4 % of |b|
elastic inputs (rough): Y = 200 GPa, Poisson = 0.3, in-plane strain at P_c = 0.5 %
clamping slope shift = +4.96e-04 MV/cm/(uC/cm2)^3, 15 % of |b|
grains with T0 +-8 K: slope = -3.220e-03, contrast 3.220e-03 MV/cm/(uC/cm2)^3
series layer 0.5 nm, permittivity 25, film 10 nm: E/D shift = 0.0226 MV cm/uC
series layer lowers T_c by 28.2 K
10 nm cube: thermal rms P = 0.160 uC/cm2
barrier at 0.4 MV/cm = 0.806 J/cm3 = 158 kT for a 10 nm cube
same barrier for a 2 nm cube, no wall energy = 1.26 kT
leakage (rough) 1e-06 A/cm2 for 1 ms = 1.0e-03 uC/cm2
P above linear response at 0.6 MV/cm = 0.912 uC/cm2
breakdown (rough) 4 MV/cm; branch-end field is 16 % of it
\end{verbatim}
